# Why a Thicker Phase-Change Film Can Transmit More Light

**Q:** I have two amorphous phase-change films on silica, 90 nm and 170 nm thick, for use in transmission at 1550 nm. The material absorbs, so the thicker film must transmit less. With index \(N=n+ik=4.5+0.1i\), Beer-Lambert attenuation gives \(T_2/T_1=e^{-\alpha(d_2-d_1)}=0.937\). What else could matter?

**A:** The two faces. Your exponential comes from one travelling wave. With time factor \(e^{-i\omega t}\), a forward wave in the film varies as \(e^{2\pi iNz/\lambda}\), and its squared modulus as \(e^{-\alpha z}\), with

\[
\alpha=\frac{4\pi k}{\lambda}.
\]

That is right for each such wave. But a film with reflecting faces also holds backward waves, and the light that leaves is a sum of waves that have crossed it once, three times, five times and so on. Their amplitudes add before the power is taken.

**Q:** Then let us do the sum. What do the faces contribute?

**A:** Take a flat, homogeneous, isotropic, nonmagnetic film at normal incidence, between lossless half-spaces of real index \(n_0\) (air) and \(n_s\) (silica). The tangential electric and magnetic fields are continuous, which here means that \(E\) and \(dE/dz\) are continuous. For a unit wave going from index \(N_p\) to \(N_q\),

\[
1+r=t,\qquad N_p(1-r)=N_q t .
\]

Putting the first into the second gives

\[
r_{pq}=\frac{N_p-N_q}{N_p+N_q},\qquad t_{pq}=\frac{2N_p}{N_p+N_q}.
\]

Label air, film and silica 0, 1 and 2. One crossing multiplies the amplitude by \(e^{i\delta}\), where \(\delta=2\pi Nd/\lambda\). The first wave to emerge has amplitude \(t_{01}t_{12}e^{i\delta}\). Each later one has made a further round trip, which brings a factor \(r_{12}r_{10}e^{2i\delta}\). Since \(r_{10}=-r_{01}\), this factor is \(-\rho e^{2i\delta}\), with \(\rho=r_{01}r_{12}\). Its modulus is below one, because \(|N-n_s|<|N+n_s|\) for positive \(n\), and likewise at the air face. The geometric series therefore converges:

\[
t=t_{01}t_{12}e^{i\delta}\sum_{m=0}^{\infty}\left(-\rho e^{2i\delta}\right)^m
=\frac{t_{01}t_{12}e^{i\delta}}{1+\rho e^{2i\delta}} .
\]

In a lossless medium the flux is proportional to index times \(|E|^2\), so \(T=(n_s/n_0)|t|^2\). Write \(\rho=|\rho|e^{i\varphi}\) and define

\[
x=|\rho|e^{-\alpha d},\qquad \theta=\frac{4\pi nd}{\lambda}+\varphi .
\]

Then \(\rho e^{2i\delta}=xe^{i\theta}\) and \(|e^{i\delta}|^2=e^{-\alpha d}\), so

\[
T=\frac{C\,e^{-\alpha d}}{D},\qquad D=|1+xe^{i\theta}|^2=1+2x\cos\theta+x^2,
\]

\[
C=\frac{n_s}{n_0}|t_{01}t_{12}|^2=\frac{16\,n_0n_s|N|^2}{|n_0+N|^2\,|N+n_s|^2}.
\]

Beer-Lambert supplies the exponential. The constant \(C\) cancels from your ratio, but \(D\) does not.

**Q:** Can \(D\) really outweigh the absorption in my films?

**A:** As model inputs, set \(n_0=1\) and \(n_s=1.44\). Then \(|\rho|=0.328\), \(\varphi=181.5^\circ\), and

\[
C=\frac{16\times1.44\times20.26}{30.26\times35.29}=0.437 .
\]

For 90 nm, \(e^{-\alpha d}=0.930\), \(x=0.328\times0.930=0.305\) and \(\theta=188.1^\circ+181.5^\circ\), equivalent to \(9.6^\circ\). For 170 nm, \(e^{-\alpha d}=0.871\), \(x=0.286\) and \(\theta\) is equivalent to \(176.9^\circ\). Hence

\[
D_1=1+0.601+0.093=1.694,\qquad D_2=1-0.571+0.082=0.511,
\]

\[
T_1=\frac{0.437\times0.930}{1.694}=0.240,\qquad
T_2=\frac{0.437\times0.871}{0.511}=0.745 .
\]

The ratio is

\[
\frac{T_2}{T_1}=e^{-\alpha(d_2-d_1)}\frac{D_1}{D_2}=0.937\times3.316=3.11 .
\]

The material phase, the wavelength and the surrounding media are the same for both films; the thickness alone has changed. In the thin film successive emerging waves nearly alternate in sign. In the thick one they nearly add in step.

**Q:** Where does the extra light come from? An absorbing film cannot amplify.

**A:** It comes from the reflected beam. The reflected amplitude is \(r_{01}\) plus the waves that return through the front face. Using \(t_{01}t_{10}=1-r_{01}^2\),

\[
r=r_{01}+\frac{(1-r_{01}^2)r_{12}e^{2i\delta}}{1+\rho e^{2i\delta}}
=\frac{r_{01}+r_{12}e^{2i\delta}}{1+\rho e^{2i\delta}} .
\]

The terms in \(r_{01}^2r_{12}\) cancel when the two parts are put over one denominator. With \(R=|r|^2\) and absorptance \(A=1-R-T\), the thin film has \((T,R,A)=(0.24,0.73,0.03)\) and the thick one \((0.75,0.07,0.18)\). The thick film absorbs more, as you would expect, and still transmits more, because far less light is turned back.

Inside the film the net flux falls all the way. It is proportional to \(\mathrm{Im}(E^*E')\), and the wave equation \(E''=-(2\pi N/\lambda)^2E\) gives

\[
\frac{d}{dz}\mathrm{Im}(E^*E')=\mathrm{Im}(E^*E'')=-\left(\frac{2\pi}{\lambda}\right)^2 2nk\,|E|^2<0 ,
\]

since \(E'^*E'\) is real. The thick film loses more flux on the way, but the flux that enters it, \(1-R\), is larger by more than that extra loss.

**Q:** Suppose I correct my estimate for reflection losses, and even for repeated bounces. Would that be enough?

**A:** Not if you add powers. The emerging waves have powers \(Ce^{-\alpha d}x^{2m}\), and their sum is

\[
\overline T=\frac{Ce^{-\alpha d}}{1-x^2}=\frac{C}{|\rho|}\,\frac{1}{1/x-x},
\]

where I used \(e^{-\alpha d}=x/|\rho|\). As \(d\) grows, \(x\) falls, \(1/x-x\) rises, and \(\overline T\) falls. For your films it goes from 0.448 to 0.415. This is also the average of \(T\) over a round-trip phase spread evenly through a full cycle, because the cross terms between different waves then average to zero. So the rise needs reflections with a definite phase.

It also needs enough reflection at both faces. Set \(n_s=n\), so that the substrate matches the real index of the film. Then \(|r_{12}|=k/\sqrt{4n^2+k^2}\) is small. For both phases treated here, \(T\) then falls at every step of a calculation in 2 nm steps up to about 1000 nm.

**Q:** I would like a rule for any thickness. When does adding a little material raise \(T\)?

**A:** Differentiate \(\ln T=\ln C-\alpha d-\ln D\). Both \(x\) and \(\theta\) depend on thickness:

\[
\frac{dx}{dd}=-\alpha x,\qquad \frac{d\theta}{dd}=\frac{4\pi n}{\lambda}.
\]

Therefore

\[
\frac{dD}{dd}=-2\alpha x\cos\theta-\frac{8\pi n}{\lambda}x\sin\theta-2\alpha x^2 ,
\]

and

\[
\begin{aligned}
\frac{d\ln T}{dd}&=-\alpha-\frac1D\frac{dD}{dd}\\
&=\frac{-\alpha(1+2x\cos\theta+x^2)+2\alpha x\cos\theta+2\alpha x^2+(8\pi n/\lambda)x\sin\theta}{D}\\
&=\frac{-\alpha(1-x^2)+(8\pi n/\lambda)\,x\sin\theta}{D}.
\end{aligned}
\]

The cosine terms cancel. Since \(x<1\), \(D\ge(1-x)^2>0\), so the numerator sets the sign. Insert \(\alpha=4\pi k/\lambda\) and divide by the positive quantity \(8\pi x/\lambda\). Transmission rises where

\[
n\sin\theta>k\,\frac{1-x^2}{2x}.
\]

Because \(x=e^{-(\alpha d-\ln|\rho|)}\), the fraction \((1/x-x)/2\) is a hyperbolic sine:

\[
\boxed{\,n\sin\theta>k\sinh\!\left(\alpha d-\ln|\rho|\right)\,}
\]

This holds for \(\rho\ne0\) and \(k>0\). At 130 nm, midway between your films, the left side is 4.49 and the right side 0.155. The logarithmic slope is \(+19.7\ \mu\mathrm{m}^{-1}\), whereas Beer-Lambert alone would give \(-0.811\ \mu\mathrm{m}^{-1}\). Solving for equality numerically puts the first minimum at 86.3 nm and the next maximum at 170.5 nm, so your pair nearly spans the whole rise.

**Q:** What happens as the absorption becomes very small?

**A:** The criterion becomes \(\sin\theta>0\). For real indices with \(n>n_s>n_0\), \(\rho\) is negative and \(\varphi=\pi\). The first rise then runs from \(d=\lambda/4n\) to \(d=\lambda/2n\). At the upper end \(e^{i\delta}=-1\), and

\[
t=-\frac{t_{01}t_{12}}{1+\rho}
=-\frac{4n_0n}{(n_0+n)(n+n_s)+(n_0-n)(n-n_s)}
=-\frac{2n_0}{n_0+n_s}.
\]

The denominator in the middle expression equals \(2n(n_0+n_s)\). Apart from its sign, this is the amplitude for a bare silica face, so a lossless half-wave film leaves the transmittance of that face unchanged, at 0.967. Your absorbing film reaches 0.745 at its first maximum. The claim is that a thicker film can beat a thinner film, not that this film beats having none.

**Q:** And for a very thick film? Surely absorption wins in the end.

**A:** It does. As \(d\) grows, \(x\to0\), \(D\to1\) and \(T\to Ce^{-\alpha d}\). The slope is then Beer-Lambert's, though the prefactor is \(C\), not one. There is also a definite limit to the rises. Since \(\sin\theta\le1\), none can occur once \(k\sinh(\alpha d-\ln|\rho|)\ge n\), that is, beyond

\[
d_{\lim}=\frac{\operatorname{arsinh}(n/k)+\ln|\rho|}{\alpha}.
\]

If this is negative, no thickness gives a rise. For the amorphous film it is

\[
d_{\lim}=\frac{4.50-1.11}{0.811\ \mu\mathrm{m}^{-1}}\approx4.18\ \mu\mathrm{m}.
\]

This is a bound, not the position of the last rise. Evaluating \(T\) in 1 nm steps puts that near 4.10 µm.

**Q:** The amorphous phase absorbs weakly. The crystalline phase must behave as I first thought.

**A:** Try \(N=7.0+1.2i\), for which \(\alpha=9.73\ \mu\mathrm{m}^{-1}\), \(C=0.244\) and \(|\rho|=0.505\). Compare 55 nm with 100 nm, both crystalline. The exponentials are 0.586 and 0.378, and the interference factors \(D\) are 1.676 and 0.699:

\[
T_1=\frac{0.244\times0.586}{1.676}=0.085,\qquad
T_2=\frac{0.244\times0.378}{0.699}=0.132 .
\]

The ratio is \(0.645\times2.396=1.55\). Reflectance falls from 0.79 to 0.45, while absorptance rises from 0.13 to 0.41. Here absorption takes most of the extra light that enters, and little room is left: \(d_{\lim}=183\) nm, and the 1 nm scan finds no rise beyond 101 nm. With \(n\) and the thicknesses held fixed, the two crystalline films would transmit equally at \(k=1.78\). For the amorphous pair the corresponding value is \(k=0.84\).

**Q:** I had planned to find \(\alpha\) from the transmission of two thicknesses. What would I get?

**A:** For the amorphous pair,

\[
-\frac{\ln(T_2/T_1)}{d_2-d_1}=-\frac{\ln 3.11}{0.080\ \mu\mathrm{m}}=-14.2\ \mu\mathrm{m}^{-1}.
\]

The true coefficient in the model is \(+0.811\ \mu\mathrm{m}^{-1}\). The negative value does not signal gain; it shows that \(D\) was left out. The data should be fitted with the full expressions for \(T\) and \(R\), with \(n\), \(k\) and \(d\) consistent between them.

**Q:** How much of this would survive in a real film?

**A:** The two indices are rough typical values for Ge₂Sb₂Te₅ at 1550 nm, and they vary with deposition and annealing. For broadband light that is the largest uncertainty sized here. Changing \(n\) by up to 10 percent either way and \(k\) from half to double its value, at fixed thicknesses, gives amorphous ratios between about 1.97 and 3.58. The crystalline ratio runs from 0.63 to 3.4, so for that pair the order can reverse, and measured indices are needed. Real films are also not perfectly flat: averaging \(T\) over a Gaussian thickness spread of 3 nm standard deviation moves the ratios from 3.11 to 3.08 and from 1.55 to 1.53. Adding the powers reflected between the film and an uncoated rear silica face gives 3.04 and 1.52. This assumes a source bandwidth wide enough to average out the interference fringes of the substrate. With a narrow laser line those fringes matter. For equal substrates they spread the amorphous ratio over about 2.2 to 4.2 and the crystalline one over about 1.3 to 1.7. If the two substrates differ in thickness, the crystalline ratio can fall to about 0.91, which reverses the order. A 10 nm silica cap or a 10 nm source bandwidth, with constant indices, changes either ratio by less than 1 percent of its value. I have not included scattering by crystal grains.

**Q:** Could the probe beam itself heat the film enough to spoil the comparison?

**A:** Take 1 mW in a Gaussian beam of radius \(w=10\) µm, and let all the absorbed heat flow into thick silica of conductivity \(\kappa=1.4\) W/(m K). A surface point source \(Q\) warms a point at distance \(r\) by \(Q/(2\pi\kappa r)\). Summing rings of absorbed flux \(q(r)=(2PA/\pi w^2)e^{-2r^2/w^2}\) gives, at the centre,

\[
\Delta\Theta=\int_0^\infty\frac{q(r)\,2\pi r\,dr}{2\pi\kappa r}
=\frac1\kappa\int_0^\infty q(r)\,dr=\frac{PA}{\sqrt{2\pi}\,\kappa w}.
\]

This is 5 K for the 170 nm amorphous film and 12 K for the 100 nm crystalline one. From 300 K, the amorphous film stays well below a rough crystallization temperature of 420 K. If \(n\) and \(k\) each rise by an assumed \(10^{-3}\) per kelvin, the ratios become 3.07 and 1.53 when the centre temperature is applied to the whole beam. Weighting the temperature profile by the beam intensity gives 3.08 and 1.53. A write pulse that changes the phase is another matter, because the index then no longer stays fixed.

**Q:** Does the same warning apply to a memory cell in which light runs along a waveguide under a phase-change patch?

**A:** Not in this form. There the light travels along the film, and the length of the patch plays the part of path length. For a single guided mode with negligible reflection at the patch ends, the power does decay exponentially with that length, at the attenuation rate of the mode. Patch thickness changes the mode itself and needs its own calculation. For light crossing a film between reflecting faces, \(e^{-\alpha d}\) is only one factor in \(T\). The other varying factor, \(1/D\), can make \(T\) rise as material is added, but, for a single film between two half-spaces, only while the thickness is below \(d_{\lim}\). A further face seen coherently changes the effective \(\rho\) and moves the limit. With a narrow laser line and an uncoated rear silica face, rises can persist to about 4.4 µm in the amorphous film and about 190 nm in the crystalline one.
